# Extrapolar correction of truncated band sums using the f-sum rule, part 1

(Sections cited here and not found follow in the second part.)

## Two free electrons

Take two occupied plane waves with momenta $+p$ and $-p$, in Hartree atomic units ($\hbar=m_e=e=1$, used throughout). The operator $e^{iQx}$ with $Q>2p$ sends each into one empty plane wave, with weight 1 and transition energy $\Delta_\pm=\tfrac12(Q\pm p)^2-\tfrac12p^2=\tfrac12Q^2\pm Qp$. The static response is proportional to $1/\Delta_++1/\Delta_-$. Suppose both final states lie above the last band computed, so that the truncated response is zero. Two facts about the missing states are known without computing them. Their total weight is $\sum\langle e^{-iQx}e^{iQx}\rangle=2$, and their weighted energy sum is $\Delta_++\Delta_-=Q^2$, because the terms linear in $p$ cancel between the partners. One pole that respects both facts has weight 2 and energy $\bar\Delta=Q^2/2$. The comparison is

$$\frac1{\Delta_+}+\frac1{\Delta_-}=\frac{Q^2}{Q^4/4-Q^2p^2}=\frac{4}{Q^2}\,\frac{1}{1-4p^2/Q^2},\qquad \frac{2}{\bar\Delta}=\frac4{Q^2}.$$

The single pole is exact when the omitted energies coincide ($p=0$) and too small in magnitude otherwise, and its energy depends on $Q$. All three features survive in a crystal for the static diagonal response with a common transition energy, as (13) shows. A common band energy, a single energy for all $Q$, or an imaginary frequency can make the correction too large instead.

## Setting

The mean-field Hamiltonian is $H=p^2/2+V(x)$ with $V$ real, periodic and local. The crystal has size $L$ (a volume in three dimensions, where products of momenta below are scalar products) and $N_k$ k points, on a mesh closed under $k\to-k$ and $k\to k+q$. It is a spin-degenerate insulator with $N_v$ filled bands, $N=N_kN_v$ filled orbitals and mean density $n=2N/L$. Momenta are $Q=q+G$, $Q'=q+G'$. Bands $m\le N_b$, $N_b\ge N_v$, are computed, and $\varepsilon_{\min}$ is the lowest omitted energy.

For a perturbation $e^{iQ'x-i\omega t}$, the equation $i\dot\gamma=[H+\delta V,\gamma]$ for the density matrix gives at first order $\omega\,\delta\gamma_{ml}=(\varepsilon_m-\varepsilon_l)\delta\gamma_{ml}+(f_l-f_m)\delta V_{ml}$. The induced density is $\delta n(Q)=(2/L)\sum_{ml}\delta\gamma_{ml}\langle l|e^{-iQx}|m\rangle$, the 2 counting spin. Only filled-empty pairs have $f_l\ne f_m$, so with $\Delta=\varepsilon_c-\varepsilon_v$,

$$\chi^0_{QQ'}(\omega)=\frac2L\sum_{v,c}\left[\frac{\langle v|e^{-iQx}|c\rangle\langle c|e^{iQ'x}|v\rangle}{\omega-\Delta}+\frac{\langle v|e^{iQ'x}|c\rangle\langle c|e^{-iQx}|v\rangle}{-\omega-\Delta}\right],\tag{1}$$

where $v$ and $c$ include k. The time-ordered function has $\Delta\to\Delta-i\eta$. The screened part of the interaction is $W^c=v\chi v$ with the RPA equation $\chi=\chi^0+\chi^0v\chi$ and $v(Q)\ge0$ diagonal. In real space $W^c(x,x')=L^{-1}\sum_{QQ'}e^{iQx}W^c_{QQ'}e^{-iQ'x'}$. The correlation self-energy is

$$\Sigma^c(x,x',\omega)=\frac{i}{2\pi}\int d\omega'\,G(x,x',\omega+\omega')\,W^c(x,x',\omega'),\tag{2}$$

with $G=\sum_m\psi_m(x)\psi_m^*(x')/(\omega-\varepsilon_m\pm i\eta)$, upper sign for empty $m$. The order of arguments in $W^c$ is immaterial under time reversal, which makes $W^c$ symmetric in $x,x'$ and even in $\omega'$.

## First derivation: spectral sums and their moments

### Polarizability

Real $V$ allows $\psi_{m,-k}=\psi^*_{mk}$ with equal energies, and for any function $g(x)$, $\langle a|g|b\rangle=\int a^*gb=\langle b^*|g|a^*\rangle$. In the second term of (1), $c$ is at $k$ and $v$ at $k+q$, so $\langle c,k|e^{-iQx}|v,k+q\rangle=\langle v,k'|e^{-iQx}|c,k'+q\rangle$ with $k'=-k-q$, and likewise for the other factor. The numerators of the two terms thus run over the same values, and $1/(\omega-\Delta)-1/(\omega+\Delta)=2\Delta/(\omega^2-\Delta^2)$ gives

$$\chi^0_{QQ'}=\frac2L\sum_{kvc}\rho_Q\rho^*_{Q'}\frac{2\Delta}{\omega^2-\Delta^2},\qquad\rho_Q=\langle vk|e^{-iQx}|c,k+q\rangle.\tag{3}$$

The folding holds for the truncated sum too, provided the kept set is closed under time reversal.

Set $\varepsilon_c\to\bar\varepsilon$ for $c>N_b$. The denominator leaves the sum over $c$, and completeness, $\sum_{m>N_b}|m\rangle\langle m|=1-\sum_{m\le N_b}|m\rangle\langle m|$, evaluates the numerator:

$$C^{vk}_{QQ'}=\langle vk|e^{i(G'-G)x}|vk\rangle-\sum_{m\le N_b}\langle vk|e^{-iQx}|m\rangle\langle m|e^{iQ'x}|vk\rangle .\tag{4}$$

The subtracted sum includes the valence bands, since completeness does. As a sum of terms $\rho\rho^\dagger$, $C$ is positive semidefinite. The correction added to the truncated $\chi^0$ is

$$\Delta\chi^0_{QQ'}(\omega)=\frac2L\sum_{kv}C^{vk}_{QQ'}\frac{2(\bar\varepsilon-\varepsilon_{vk})}{\omega^2-(\bar\varepsilon-\varepsilon_{vk})^2}.\tag{5}$$

It has artificial poles at $\omega=\pm(\bar\varepsilon-\varepsilon_{vk})$ and is meaningless at real frequencies that reach the omitted transitions.

### Self-energy

With $F_{Qt}=\sqrt{4\Delta_t/L}\,\rho_Q^{(t)}$ for transition $t$, (3) reads $\chi^0=FgF^\dagger$, $g=(\omega^2-\Delta^2)^{-1}$. Iterating the RPA equation gives $\chi=F(g+gKg+\dots)F^\dagger=F(\omega^2-\Delta^2-K)^{-1}F^\dagger$ with $K=F^\dagger vF$. Diagonalizing $\Delta^2+K=Z\Omega^2Z^\dagger$ yields

$$W^c_{QQ'}=\sum_s w_s(Q)w_s^*(Q')\left[\frac1{\omega-\Omega_s+i\eta}-\frac1{\omega+\Omega_s-i\eta}\right],\quad w_s=\frac{vFZ_s}{\sqrt{2\Omega_s}}.\tag{6}$$

Define $w_s(x)=\sum_Gw_s(Q)e^{iQx}$. The diagonal element of (2) has numerator $\sum_{QQ'}\langle n|e^{iQx}|m\rangle w_s(Q)w_s^*(Q')\langle m|e^{-iQ'x}|n\rangle=|\langle m|w_s^*|n\rangle|^2$. For empty $m$ the pole of $G$ lies below the real $\omega'$ axis. Closing above picks $\omega'=-\Omega_s+i\eta$ with residue $-1/(\omega-\Omega_s-\varepsilon_m)$, and $(i/2\pi)(2\pi i)(-1)=+1$. For filled $m$, closing below picks $\omega'=\Omega_s-i\eta$ with residue $1/(\omega+\Omega_s-\varepsilon_m)$, and $(i/2\pi)(-2\pi i)=+1$. Hence

$$\Sigma^c_n(\omega)=\frac1L\sum_{q,s,m}\frac{|\langle m|w_s^*|n\rangle|^2}{\omega-\varepsilon_m\mp\Omega_s},\tag{7}$$

upper sign for empty $m$. All omitted bands are empty. The common energy and closure give

$$\Delta\Sigma^c_n(\omega)=\frac1L\sum_{q,s}\frac{c_s}{\omega-\bar\varepsilon-\Omega_s},\qquad c_s=\sum_{QQ'}w_s(Q)\,C^n_{QQ'}\,w_s^*(Q')\ge0,\tag{8}$$

where $C^n$ is (4) for the state $n$ with $Q,Q'\to-Q,-Q'$.

### The first moment

Since $p\,e^{iQ'x}=e^{iQ'x}(p+Q')$ and a local $V$ commutes with $e^{iQ'x}$,

$$[H,e^{iQ'x}]=e^{iQ'x}\left[\tfrac12(p+Q')^2-\tfrac12p^2\right]=e^{iQ'x}\left(\tfrac12Q'^2+Q'p\right).$$

Inserting all states $m$ and using $H|v\rangle=\varepsilon_v|v\rangle$,

$$\sum_m(\varepsilon_m-\varepsilon_v)\langle v|e^{-iQx}|m\rangle\langle m|e^{iQ'x}|v\rangle=\langle v|e^{i(Q'-Q)x}(\tfrac12Q'^2+Q'p)|v\rangle.\tag{9}$$

Sum over $k$. Pairing $k$ with $-k$ gives $\psi^*p\psi+\psi p\psi^*=-i\partial_x|\psi|^2$, so $\sum_k\psi^*p\psi=-\tfrac i2\partial_x\sum_k|\psi|^2$. Integration by parts turns $\int e^{i(Q'-Q)x}(-\tfrac i2\partial_x|\psi|^2)$ into $\tfrac i2\,i(Q'-Q)D=-\tfrac12(Q'-Q)D$, with $D=\langle v|e^{i(Q'-Q)x}|v\rangle$. The right side becomes $[\tfrac12Q'^2-\tfrac12Q'(Q'-Q)]\sum_kD=\tfrac12QQ'\sum_kD$. On the left, the terms with $m=v'$ filled cancel in the sum over $k,v,v'$: time reversal maps $\langle vk|e^{-iQx}|v',k+q\rangle$ to $\langle v'k'|e^{-iQx}|v,k'+q\rangle$, the same matrix elements with the energy difference reversed. With $n(G-G')=(2/L)\sum_{kv}D$,

$$\frac2L\sum_{kvc}\Delta\,\rho_Q\rho_{Q'}^*=\tfrac12\,QQ'\,n(G-G').\tag{10}$$

For $Q=Q'$, $D=1$, and $\mathrm{Im}\,(\omega-\Delta+i\eta)^{-1}=-\pi\delta(\omega-\Delta)$ turns (10) into the f-sum rule $\int_0^\infty\omega\,\mathrm{Im}\chi^0_{QQ}\,d\omega=-\tfrac\pi2nQ^2$.

### Fixing the energy

Define $T=NQ^2/2$, the explicit moment $S=\sum_{kv}\sum_{c\le N_b}\Delta|\rho_Q|^2$, and $a=\sum_{kv}C^{vk}_{QQ}$, $b=\sum_{kv}C^{vk}_{QQ}\varepsilon_{vk}$. The correction (5) contributes the moment $a\bar\varepsilon-b$, so the rule $S+a\bar\varepsilon-b=T$ gives

$$\bar\varepsilon(Q)=\frac{T-S+b}{a}.\tag{11}$$

Because $T-S=\sum_{c>N_b}(\varepsilon_c-\varepsilon_v)|\rho_Q|^2$, this is the $|\rho_Q|^2$-weighted mean of the omitted energies, and $\bar\varepsilon(Q)\ge\varepsilon_{\min}$. The rule gives one equation per $Q$, so it does not determine a single energy without a further choice. The choice here is that the average fulfilment $(S+a\bar\varepsilon-b)/T$ over $Q\neq0$, with weights $\varpi_Q$, equals one. The condition is linear:

$$\bar\varepsilon=\frac{\sum_Q\varpi_Q(T-S+b)/T}{\sum_Q\varpi_Q\,a/T}.\tag{12}$$

This is a mean of the $\bar\varepsilon(Q)$ with weights $\varpi_Qa/T\ge0$. A least-squares condition would give the weights $\varpi_Qa^2/T^2$ and another number. The weight used is $\varpi_Q=|W^c_{QQ}(0)|$ from the truncated $\chi^0$, because the diagonal part of the Coulomb-hole energy $\tfrac12\langle n|W^c(x,x;0)|n\rangle$ is $(2L)^{-1}\sum_QW^c_{QQ}(0)$.

Equation (9) with $Q,Q'\to-Q,-Q'$ holds for the single state $n$. Subtracting the explicit bands leaves a matrix $R^n$ and $r_s=\sum w_sR^nw_s^*=\sum_{m>N_b}(\varepsilon_m-\varepsilon_n)|\langle m|w_s^*|n\rangle|^2$. The mean omitted energy per pole is $\bar\varepsilon_s=\varepsilon_n+r_s/c_s$. Contracting instead with $-W^c(0)=\sum_s2w_sw_s^\dagger/\Omega_s$ gives one energy per state, $\bar\varepsilon_\Sigma=\varepsilon_n+\sum_s(r_s/\Omega_s)/\sum_s(c_s/\Omega_s)$.

### Bounds

The static diagonal tail has magnitude $\tau=(4/L)\sum_{c>N_b}|\rho|^2/\Delta$. Cauchy-Schwarz, $(\sum|\rho|^2)^2\le\sum|\rho|^2\Delta\cdot\sum|\rho|^2/\Delta$, bounds it below, and $\varepsilon_c\ge\varepsilon_{\min}$ bounds it above:

$$\frac4L\frac{a}{\bar\Delta}\le\tau\le\frac4L\sum_{kv}\frac{C^{vk}_{QQ}}{\varepsilon_{\min}-\varepsilon_{vk}},\qquad\bar\Delta=\frac{T-S}a.\tag{13}$$

The lower bound belongs to a common transition energy. The common band energy (11) gives a larger magnitude, since the $C$-weighted mean of $\bar\varepsilon(Q)-\varepsilon_v$ is $\bar\varepsilon(Q)-b/a=\bar\Delta$ and $1/y$ is convex, so it is not guaranteed to stay below $\tau$: it exceeds $\tau$ if all omitted transitions share one $\Delta$ while the $\varepsilon_v$ differ. In the model below it stays under $\tau$ at every $Q$ of the mesh that has omitted weight, for $N_b=4$, 6 and 8. For $\Sigma^c$ at fixed $W^c$ and $\omega<\varepsilon_{\min}$, $1/(\omega-\varepsilon-\Omega_s)$ is negative, increasing and concave in $\varepsilon$. Monotonicity puts the exact tail above (8) at $\bar\varepsilon=\varepsilon_{\min}$, which lies above (8) at $\bar\varepsilon=\omega$. Jensen's inequality puts it below $L^{-1}\sum c_s/(\omega-\bar\varepsilon_s-\Omega_s)$.

## Second derivation: the projected resolvent

Let $\Pi=1-\sum_{m\le N_b}|m\rangle\langle m|$, which commutes with $H$, and write $A=e^{-iQx}$, $B=e^{iQ'x}$. At complex frequency $z$ the omitted part of (1) is, without reference to individual omitted states,

$$\frac2L\sum_v\left[\langle v|A\,\Pi\frac1{z+\varepsilon_v-H}B|v\rangle+\langle v|B\,\Pi\frac1{-z+\varepsilon_v-H}A|v\rangle\right].\tag{14}$$

Writing $\zeta-\bar\varepsilon=(\zeta-H)+(H-\bar\varepsilon)$ and dividing by $(\zeta-\bar\varepsilon)(\zeta-H)$ gives $\frac1{\zeta-H}=\frac1{\zeta-\bar\varepsilon}+\frac{H-\bar\varepsilon}{(\zeta-\bar\varepsilon)(\zeta-H)}$. Substituting this once into its own last term gives the exact identity

$$\frac1{\zeta-H}=\frac1{\zeta-\bar\varepsilon}+\frac{H-\bar\varepsilon}{(\zeta-\bar\varepsilon)^2}+\frac{(H-\bar\varepsilon)^2}{(\zeta-\bar\varepsilon)^2(\zeta-H)}.\tag{15}$$

The first term in (14) gives $\langle v|A\Pi B|v\rangle/(z+\varepsilon_v-\bar\varepsilon)+\langle v|B\Pi A|v\rangle/(-z+\varepsilon_v-\bar\varepsilon)$. Here $\langle v|A\Pi B|v\rangle$ is (4). Time reversal gives $\langle vk|B\Pi A|vk\rangle=\langle v,-k|A\Pi B|v,-k\rangle$, the two fractions combine as in (3), and (5) follows. Without time reversal the two closure matrices are kept separately.

### The sum rule from a double commutator

At large $z$, $1/(\pm z-\Delta)=\pm1/z+\Delta/z^2+\dots$. Extend the sum over $c$ in (1) to all $m$. The added filled-filled terms vanish at each order, because exchanging the names $v\leftrightarrow v'$ in the second term of (1) gives its numerator the form of the first while reversing $\varepsilon_{v'}-\varepsilon_v$; the $1/z$ pieces then carry opposite signs and so do the $1/z^2$ pieces. The $1/z$ coefficient is $\langle AB-BA\rangle=0$. The $1/z^2$ coefficient is $\langle AHB+BHA-\varepsilon_v(AB+BA)\rangle$, which equals $\langle[A,[H,B]]\rangle$, as expanding $AHB-ABH-HBA+BHA$ in an eigenstate shows. With $[H,B]=B(\tfrac12Q'^2+Q'p)$ and $[A,p]=QA$, the double commutator is $QQ'e^{i(Q'-Q)x}$. Therefore

$$z^2\chi^0_{QQ'}(z)\to QQ'\,n(G-G'),\qquad u^2\chi^0_{QQ'}(iu)\to-QQ'\,n(G-G'),\tag{16}$$

which is (10), since (3) behaves as $(4/L)\sum\Delta\rho\rho^*/z^2$.

The extrapolar error is the sum of the second and third terms of (15). At large $z$ the second is of order $z^{-2}$ with diagonal coefficient $\sum_v\langle v|A\Pi(H-\bar\varepsilon)A^\dagger|v\rangle=(T-S+b)-a\bar\varepsilon$, and the third is $O(z^{-3})$ in each of the two branches of (14). Requiring the coefficient to vanish is (11). Under time reversal the sum of the two branches is even in $z$, so the $z^{-3}$ pieces cancel and the remaining error of $\chi^0_{QQ}$ is $O(z^{-4})$. The f-sum energy thus makes $\chi^0_{QQ}$ exact at leading order in $1/z^2$ and promises nothing exact at $z=0$. At finite $z$ the denominators $(z+\varepsilon_v-\bar\varepsilon)^2$ depend on $v$, so the second term no longer cancels in the sum over $v$. It does cancel if $\bar\varepsilon=\varepsilon_v+\bar\Delta$, because the denominators are then $(z-\bar\Delta)^2$. At $z=0$ the third term is negative semidefinite on the range of $\Pi$, where $H>\varepsilon_v$, and the lower bound of (13) follows, with the shortfall identified as $(4/L)\sum|\rho|^2(\Delta-\bar\Delta)^2/(\bar\Delta^2\Delta)$.

On the imaginary axis each transition enters as $\phi(\Delta)=\Delta/(\Delta^2+u^2)$, with $\phi''=2\Delta(\Delta^2-3u^2)/(\Delta^2+u^2)^3$. To second order in the spread of $\Delta$, the single pole errs by $-\tfrac12\phi''(\bar\Delta)\,\mathrm{var}(\Delta)$ per unit weight: too small in magnitude for $\bar\Delta>\sqrt3u$, too large for $\bar\Delta<\sqrt3u$.

Spectral sums have given the corrections to $\chi^0$ and $\Sigma^c$, the f-sum energy and the bounds, and the projected resolvent has rederived the $\chi^0$ correction together with its exact error. What remains is the resolvent derivation for $\Sigma^c$ on the imaginary axis, a comparison of what the two derivations assume, and a worked numerical example.
